Why nuclear stopping has a maximum as ion energy rises

**What goes wrong without it**

An argon ion can pass up to 97% of its energy to a silicon atom in one collision, so the most it can pass grows in proportion to its energy. The energy it loses to recoiling atoms per nanometre does not. From 100 eV to 22 keV the limit grows about 220-fold, but in the model worked out below the loss grows only about fivefold. Scaling the loss with the limit would make it about 42 times too large. From 1 keV to 1 MeV even the direction differs: the limit grows a thousandfold, while the loss falls to about half.

The quantity concerned is nuclear stopping, the energy an ion loses in elastic collisions with whole atoms. Nuclear forces play no part. It has a maximum as a function of ion energy. A short explanation is that slow ions have little energy to give, while fast ions pass too quickly to give much. This is incomplete, because stopping adds up collisions at all distances. A limit on the transferable energy does not by itself make the sum rise with energy, and weaker single collisions do not by themselves make it fall.

**Energy passed in one collision**

Let an ion of mass M1, speed v and energy E = ½M1v² meet a free atom of mass M2 at rest. The collision is classical, elastic and involves two bodies only. In the centre-of-mass frame the target initially moves at speed

u = M1v/(M1 + M2).

The collision keeps this speed and turns the velocity through an angle θ. The change of velocity has magnitude 2u sin(θ/2). Since the target started at rest in the laboratory, this is its laboratory recoil speed, and its energy is

T = ½M2[2u sin(θ/2)]² = γE sin²(θ/2),

γ = 4M1M2/(M1 + M2)².

A head-on collision, θ = π, transfers the most, γE.

Let b be the impact parameter, the distance by which the undeflected ion would miss the atom. In a solid with N randomly placed atoms per volume, the ion meets 2πb db N atoms per unit path in the ring from b to b + db. The mean loss per unit path is therefore N S_n, with

S_n(E) = 2π∫T b db = γE A(E),

A(E) = 2π∫sin²(θ/2) b db.

The factor γE is the transferable energy. A is an area in which each collision is weighted by the fraction of γE that it transfers. Taking logarithms and differentiating,

d ln S_n/d ln E = 1 + d ln A/d ln E.

Stopping rises while A falls more slowly than 1/E, and declines once A falls faster.

**The force and the deflection**

The nuclei repel, and their electrons screen the repulsion:

V(r) = (k/r) φ(r/a), k = Z1Z2e²,

where e² stands for e²/(4πε₀) in SI units. I use the universal (ZBL) screening function φ(x) = Σcᵢ exp(−dᵢx), with

c = 0.18175, 0.50986, 0.28022, 0.02817
d = 3.1998, 0.94229, 0.40290, 0.20162

and a = 0.8854a₀/(Z1^0.23 + Z2^0.23), where a₀ is the Bohr radius. These are fitted inputs.

The relative motion has reduced mass μ = M1M2/(M1 + M2) and energy E_cm = ½μv² = E M2/(M1 + M2). If χ is the polar angle, conservation of angular momentum gives r² dχ/dt = vb. Energy conservation then gives

(dr/dt)² = v²[1 − V/E_cm − b²/r²].

Dividing dχ/dt by dr/dt and adding the equal inward and outward halves of the path gives

θ = π − 2∫ b dr/{r²√[1 − V/E_cm − b²/r²]},

taken from the closest approach r₀ to infinity. Convenient pure numbers are

β = b/a, ε = aE_cm/k, s(ε) = 2ε∫sin²(θ/2) β dβ.

Since A = πa²s/ε, the stopping is S_n = πa²γ(E/ε)s. The ratio E/ε is fixed for a given ion and target, so S_n and s have the same shape.

As a test, Newton's equations for both atoms were integrated at 100 eV, 22.1 keV and 1 MeV, each for b = 0.3a, a and 3a. The recoil energies agreed with γE sin²(θ/2) to within 1 part in 100,000.

**Fast collisions: a weak impulse**

A fast ion is hardly deflected, so the sideways force may be summed along a straight path z = vt, with r² = b² + z²:

Δp = −(1/v) d/db ∫V dz.

For one screened term, put z = b sinh η. Then r = b cosh η, dz/r = dη, and

∫exp(−κr)/r dz = ∫exp(−κb cosh η) dη = 2K₀(κb),

which is the definition of the modified Bessel function K₀. Its derivative is −K₁. With κ = dᵢ/a,

Δp = (2k/v) Σcᵢ(dᵢ/a)K₁(dᵢβ).

The deflection is the sideways momentum divided by the forward momentum. Using μv² = 2E_cm,

θ ≈ Δp/(μv) = g(β)/ε, g(β) = Σcᵢdᵢ K₁(dᵢβ).

The target receives the same Δp, so T = Δp²/(2M2) ∝ 1/v² ∝ 1/E at fixed b. Doubling the speed halves the time over which the force acts, halves the impulse and quarters the recoil energy. This requires θ ≪ 1. At ε = 100 and b = a, the impulse angle is 0.2% above the full angle, and a fourfold rise in energy multiplies T by 0.251.

**Why one impact parameter is not enough**

At fixed b, a slow ion is turned back far outside b. Then θ is near π and T is near γE. A fast ion gives T ∝ 1/E. So T at fixed b has a maximum. For argon on silicon at b = a:

E (keV) | T (eV)
0.1 | 95
1 | 883
22.4 | 6272 (largest)
100 | 3421
1000 | 440

At 100 eV the limit is γE = 97 eV, so 98% of it is transferred.

The sum over b can still behave differently. Take V = C/rⁿ and measure distances in units of

L = (C/E_cm)^(1/n).

Then V/E_cm = (L/r)ⁿ, and the scattering integral depends on b/L alone. Hence A is a constant times L². The constant is finite for n > 1: at large b the impulse angle varies as b⁻ⁿ, so the integrand θ²b varies as b^(1−2n). It follows that

A ∝ E^(−2/n), S_n ∝ E^(1−2/n).

Stopping rises at every energy for n > 2, is constant for n = 2 and falls at every energy for 1 < n < 2. Numerical integration for n = 3, 2 and 1.5 gives logarithmic slopes of +0.333, 0.000 and −0.333.

The case n = 1.5 shows what is missing from the short explanation. At b = a, with C = ka^(1/2), the quantity ε sin²(θ/2), which is proportional to T, is 0.0099, 0.2006 and 0.0043 at ε = 0.01, 1 and 100. The single collision is strongest at the middle energy. Yet the total stopping falls throughout, because a slower ion is deflected by more distant atoms, and A grows as E^(−4/3) when E is lowered. The limit T ≤ γE holds here too, but the growing area outweighs it.

**Slow collisions: screening keeps the area small**

The screened potential removes this difficulty. Define its local exponent

n(r) = −d ln V/d ln r = 1 − xφ′(x)/φ(x), x = r/a.

Far out, the slowest exponential dominates and n ≈ 1 + 0.20x, which grows without limit. The potential then changes by a factor e over a distance of about r/n, much less than r. To a slow ion the atom looks like a hard sphere whose radius R is the head-on closest approach, V(R) = E_cm.

For a hard sphere, the incoming path makes an angle α with the surface normal, where sin α = b/R. Reflection gives θ = π − 2α, so b/R = cos(θ/2) and sin²(θ/2) = 1 − b²/R². Therefore

A = 2π∫₀ᴿ(1 − b²/R²) b db = 2π(R²/2 − R²/4) = πR²/2.

For very small ε, the radius follows from the last exponential alone:

R/a ≈ (1/0.2016) ln[0.02817/(εR/a)].

This is 8% too small at ε = 10⁻⁴ and fails at ε = 10⁻², where the other exponentials still matter. In the limit, R grows only logarithmically as ε falls, so S_n ≈ γEπR²/2 tends to zero as E ln²(1/E), up to constants. With R taken from V(R) = E_cm itself, the computed A exceeds πR²/2 by 27%, 14% and 5% at ε = 10⁻², 10⁻⁴ and 10⁻⁸. The last two values test the mathematical limit. For argon on silicon they mean about 7 eV and less than 0.001 eV, where free-atom collisions no longer describe a solid.

**Fast collisions summed over impact parameter**

The impulse result fails at small b, where deflections are large. There screening is negligible and V = k/r. Put w = 1/r and p = k/(2E_cm). Then dr/r² = −dw, and the expression under the root is

1 − 2pw − b²w² = (1 + p²/b²) − (bw + p/b)².

With q = bw + p/b and Q² = 1 + p²/b², the scattering integral becomes

θ = π − 2∫dq/√(Q² − q²), from p/b to Q
= π − 2[π/2 − arcsin(p/(bQ))] = 2 arcsin(p/(bQ)).

Thus tan(θ/2) = p/b = 1/(2εβ), and sin²(θ/2) = 1/(1 + 4ε²β²).

Choose a dividing point δ with 1/(2ε) ≪ δ ≪ 1. Collisions with β < δ contribute

2ε∫₀^δ β dβ/(1 + 4ε²β²) = [1/(4ε)] ln(1 + 4ε²δ²) ≈ ln(2εδ)/(2ε).

For β > δ, sin²(θ/2) ≈ θ²/4 = g²/(4ε²), which contributes [1/(2ε)]∫g²β dβ from δ to infinity. Together,

s ≈ [ln(2ε) + Λ]/(2ε),

Λ = lim(δ→0) {ln δ + ∫g²β dβ}.

The limit exists because K₁(y) ≈ 1/y at small y and Σcᵢ = 1. Thus g ≈ 1/β, and the integral contains −ln δ, which cancels the first term. Numerically Λ = −0.419, so

s ≈ ln(1.32ε)/(2ε).

This is 5% above the full result at ε = 10 and 0.1% above it at ε = 1000. Stopping therefore falls as ln E/E. The logarithm collects impact parameters from the close-collision distance out to the screening length.

S_n is positive and continuous and tends to zero at both ends, so it has a maximum between them. A scan of 41 energies from ε = 10⁻⁵ to 10³ found one change from rising to falling.

**Where the maximum lies**

The power-law result suggests an estimate. Raising the energy moves the important collisions inward, from the steep screened tail towards the Coulomb core, and the local exponent drops from large values towards 1. The maximum should come near n = 2. For each energy, order the collisions by impact parameter and take the closest approach at which half the stopping has accumulated:

ε | n there | 1 − 2/n | computed slope
0.001 | 4.33 | +0.54 | +0.54
0.01 | 3.25 | +0.38 | +0.39
0.312 | 1.98 | −0.01 | 0.00
10 | 1.23 | −0.63 | −0.59

This is an estimate, since a real potential has no single exponent, but it follows the slope closely in these cases. With the Molière screening function the exponent at the maximum is 1.99.

**How large: argon on silicon**

The inputs are a = 0.0124 nm, γ = 0.970, E/ε = 70.9 keV and a rounded density of 50 atoms/nm³. The maximum is at ε = 0.312, where s = 0.351:

E = 0.312 × 70.9 keV = 22 keV,

S_n = π(0.0124 nm)² × 0.970 × 70,900 eV × 0.351 = 11.6 eV nm².

The loss to recoils is 50 × 11.6 ≈ 580 eV/nm. Summing recoil energies from Newtonian trajectories over b gives the same S_n.

E (keV) | A (nm²) | S_n (eV nm²)
0.1 | 0.0228 | 2.2
1 | 0.00638 | 6.2
10 | 0.00114 | 11.1
22 | 0.000542 | 11.6
100 | 0.0000985 | 9.5
1000 | 0.0000034 | 3.3

From 0.1 to 1 keV, γE grows tenfold while A shrinks to 0.28 of its value, so S_n grows by 2.8. From 100 keV to 1 MeV, A shrinks to 0.035 of its value, and S_n drops to 0.35. The maximum is broad: at 10 keV the stopping is still 95% of its peak value.

**The model beside a real process**

Plasma etching can involve ions of 100 eV to 1 keV, which for argon on silicon lie on the rising side. Implantation can use tens of keV, which for argon is near the maximum. The peak energy depends on the ion: in silicon the same model puts it near 0.4 keV for hydrogen, 3 keV for boron, 16 keV for phosphorus and 66 keV for arsenic, so these placements do not carry over to light ions. One sizeable omission there is energy loss to electrons. The Lindhard–Scharff formula, an established estimate taken here as an input, is

S_e = 8πe²a₀ Z1^(7/6) Z2 (v/v₀)/(Z1^(2/3) + Z2^(2/3))^(3/2),

where v₀ is the atomic unit of speed. It gives S_e = 0.22 S_n at 22 keV and S_e = S_n near 195 keV. The sum S_n + S_e is 14.2, 15.0 and 15.5 eV nm² at 1, 3 and 10 times the peak energy. The maximum of nuclear stopping is therefore not a maximum of total stopping.

At 100 eV the free-atom picture is the weaker point. About 5% of S_n comes from impact parameters beyond 0.153 nm, the radius of one atom's share of area, where neighbours act together. About 17% comes from transfers below 15 eV, a rough displacement threshold, where binding matters. These shares show how much of the result is exposed to the approximation; they are not errors. Crystal order, which lets ions travel along open channels, is left out and not sized.

The choice of potential matters too. Molière screening with the Firsov length puts the maximum at 15 keV instead of 22 keV, with a height 3% greater. The height of the maximum is thus less sensitive than its position to this change. At low energy the potential matters more: at 100 eV the Molière choice gives an S_n 27% larger, and the rise from 100 eV to 22 keV is about fourfold instead of fivefold.

**What to do about it**

- Do not scale recoil energy loss in proportion to ion energy. Within this model, use S_n at the ion's current energy.
- For an ion that starts above the maximum, expect nuclear loss per nanometre to rise as it slows, until it reaches the peak energy. A 100 keV argon ion begins at about 480 eV/nm and passes through about 580 eV/nm.
- Add electronic stopping before estimating a range. By the formula above it is 8% of S_n at 100 eV and over five times S_n at 1 MeV.
- Do not read S_n as a sputtering yield or a damage count. Those also depend on binding, on depth and on how the recoils share their energy.

The numerical output gives the remaining values.

Computed results

```
Ar on Si: Z1=18, Z2=14, M1=39.948 u, M2=28.0855 u
density (rounded) 50 atoms/nm^3; gamma = 0.9696
ZBL screening length a = 0.01240 nm
lab energy for eps=1: 70896 eV
maximum: eps = 0.312, s = 0.3506
maximum: E = 22.1 keV, S_n = 11.64 eV nm^2
nuclear energy loss at maximum = 582 eV/nm
S_n at maximum from trajectories = 11.64 eV nm^2
largest relative error of T against Newton = 9.3e-06
E(eV) | eps | A(nm^2) | S_n(eV nm^2) | slope | T at b=a (eV) | S_e(eV nm^2)
      100 | 0.00141 | 2.282e-02 | 2.213 | +0.522 | 94.9 | 0.174
     1000 | 0.01411 | 6.384e-03 | 6.190 | +0.361 | 882.5 | 0.550
    10000 | 0.14105 | 1.142e-03 | 11.074 | +0.122 | 5188.4 | 1.739
    22135 | 0.31221 | 5.423e-04 | 11.640 | -0.000 | 6272.1 | 2.587
   100000 | 1.41051 | 9.847e-05 | 9.548 | -0.266 | 3421.1 | 5.499
  1000000 | 14.10507 | 3.402e-06 | 3.299 | -0.633 | 440.1 | 17.390
T at b=a is largest at 22.4 keV: 6272 eV
slow: eps=1e-02, R/a=5.07, area/(hard-sphere area)=1.274
slow: eps=1e-04, R/a=15.93, area/(hard-sphere area)=1.140
slow: eps=1e-08, R/a=53.89, area/(hard-sphere area)=1.049
fast: impulse angle/full angle at eps=100, b=a: 1.0019
fast: T(4E)/T(E) at b=a, from eps=100: 0.2507
fast: Lambda = -0.4186; 2*exp(Lambda) = 1.316
fast: log formula/full s: eps=10 1.051, eps=1000 1.0010
power law n=1.5: slope of ln S_n against ln E = -0.3333
power law n=2.0: slope of ln S_n against ln E = +0.0000
power law n=3.0: slope of ln S_n against ln E = +0.3333
n=1.5, b=a: eps*sin^2(theta/2) at eps=0.01,1,100: 0.00994, 0.20059, 0.00426
eps | median closest approach/a | local n | 1-2/n | true slope
0.001 | 10.641 | 4.32 | +0.537 | +0.539
0.010 | 5.808 | 3.25 | +0.384 | +0.389
0.312 | 1.581 | 1.98 | -0.012 | -0.000
10.000 | 0.229 | 1.23 | -0.630 | -0.589
Moliere: maximum at 14.8 keV, 11.94 eV nm^2, local n=1.99
S_e/S_n at maximum = 0.222
S_e equals S_n at 195 keV
S_n+S_e at 1, 3, 10 times the peak energy: 14.23, 14.97, 15.48 eV nm^2
radius of one atom's share of area = 0.153 nm
rough displacement threshold = 15 eV
E=100 eV, shares of S_n: b beyond share 5.22e-02, T<threshold 1.74e-01, non-classical 5.6e-07
E=1000 eV, shares of S_n: b beyond share 3.22e-03, T<threshold 3.45e-02, non-classical 2.0e-07
E=22135 eV, shares of S_n: b beyond share 8.37e-05, T<threshold 8.08e-03, non-classical 1.2e-07
E=1000000 eV, shares of S_n: b beyond share 6.56e-06, T<threshold 1.03e-02, non-classical 4.6e-07
```
